# Finite-Temperature Sheet Density of a Parabolic Two-Dimensional Subband

## The form fixed by scaling

Electrons in a channel are confined along one direction and free to move in the plane. Confinement fixes the energy \(E_1\) of the lowest state of motion across the channel. Adding the in-plane motion gives a subband with its bottom at \(E_1\). We seek the number \(n\) of electrons per unit area in this subband when the Fermi level is \(E_F\) and the temperature is \(T\).

Suppose first that the in-plane mass is the same in all directions, so that the kinetic energy is \(\hbar^2k^2/2m\). Planck's constant and the mass then enter the problem through the combination \(\hbar^2/m\), which has the dimension energy times area. A common shift of all energies changes nothing, so \(E_F\) and \(E_1\) enter through their difference. The remaining quantity is the thermal energy \(kT\), where \(k\) before \(T\) denotes Boltzmann's constant. In a large channel the density does not depend on the total area. The one way to form an inverse area is therefore

\[
n=\frac{m\,kT}{\hbar^2}\,\Phi(\eta),\qquad \eta=\frac{E_F-E_1}{kT},
\tag{1}
\]

with \(\Phi\) a dimensionless function of one variable.

Two limits restrict \(\Phi\) further. As \(T\to0\) with \(E_F>E_1\), the density must approach a finite value, so the factor \(kT\) has to cancel; this requires \(\Phi\propto\eta\) for large positive \(\eta\). Far below the subband bottom, each occupation is a Boltzmann factor proportional to \(e^{E_F/kT}\), so \(\Phi\propto e^{\eta}\) for large negative \(\eta\). The required function turns from an exponential into a straight line. Counting the states determines it completely.

## Counting the states

Let the masses along the two principal directions in the plane be \(m_x\) and \(m_y\). The subband energy is

\[
E=E_1+\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}\right).
\tag{2}
\]

The electrons are treated as independent and in equilibrium. Each state then has the mean occupation \(f(E)=1/[1+e^{(E-E_F)/kT}]\). Each in-plane state occurs \(g_sg_v\) times, where \(g_s=2\) counts the spin directions and \(g_v\) counts equivalent valleys with the same bottom and the same product \(m_xm_y\).

Take a square of side \(L\) with periodic boundary conditions. The allowed wave numbers are \(k_x=2\pi j_x/L\) and \(k_y=2\pi j_y/L\), with integers \(j_x,j_y\) of either sign. The definition of the density is

\[
n=\frac{g_sg_v}{L^2}\sum_{k_x,k_y} f(E).
\tag{3}
\]

Each allowed point occupies an area \((2\pi/L)^2\) of the \(k\)-plane. When \(f\) changes little from one point to the next, the sum may be replaced by an integral divided by this cell area, and the factors of \(L\) cancel:

\[
n=\frac{g_sg_v}{(2\pi)^2}\int f(E)\,dk_x\,dk_y .
\tag{4}
\]

Since \(f\) depends on energy alone, we need the number of states below a given energy. Put \(\varepsilon=E-E_1\). For \(\varepsilon>0\), equation (2) describes an ellipse with semi-axes \(\sqrt{2m_x\varepsilon}/\hbar\) and \(\sqrt{2m_y\varepsilon}/\hbar\). Its area is \(\pi\) times their product,

\[
A(\varepsilon)=\pi\,\frac{2\varepsilon\sqrt{m_xm_y}}{\hbar^2}
=\frac{2\pi m_d\,\varepsilon}{\hbar^2},\qquad m_d=\sqrt{m_xm_y}.
\tag{5}
\]

The geometric mean \(m_d\) is the density-of-states mass, and it replaces \(m\) in (1). Multiplying (5) by \(g_sg_v/(2\pi)^2\) gives the number of states per unit area below \(\varepsilon\):

\[
\frac{g_sg_v}{4\pi^2}\,\frac{2\pi m_d\,\varepsilon}{\hbar^2}=D\,\varepsilon,
\qquad
D=\frac{g_sg_v m_d}{2\pi\hbar^2}.
\tag{6}
\]

The derivative with respect to energy is the density of states. It equals the constant \(D\) above \(E_1\) and zero below. It is constant because the enclosed area and the energy both grow as the square of the wave number. For one valley and two spins, (6) reduces to \(m_d/\pi\hbar^2\).

## The energy integral

With a constant density of states, (4) becomes

\[
n=D\int_{E_1}^{\infty}\frac{dE}{1+e^{(E-E_F)/kT}} .
\tag{7}
\]

Substitute \(u=(E-E_1)/kT\). Then \(dE=kT\,du\), the lower limit becomes zero, and \((E-E_F)/kT=u-\eta\). Therefore

\[
n=N\int_0^\infty\frac{du}{1+e^{u-\eta}},\qquad N=D\,kT .
\tag{8}
\]

The quantity \(N\) is the number of states per unit area in an energy interval \(kT\). To integrate, multiply numerator and denominator by \(e^{\eta-u}\):

\[
\frac{1}{1+e^{u-\eta}}=\frac{e^{\eta-u}}{1+e^{\eta-u}}
=-\frac{d}{du}\ln\!\left(1+e^{\eta-u}\right).
\tag{9}
\]

The last equality holds because differentiating \(1+e^{\eta-u}\) gives \(-e^{\eta-u}\), and the minus sign in front reverses this sign. The integral is thus

\[
\Big[-\ln\!\left(1+e^{\eta-u}\right)\Big]_0^\infty
=-\ln 1+\ln\!\left(1+e^{\eta}\right)=\ln\!\left(1+e^{\eta}\right),
\]

and the sheet density is

\[
n=\frac{g_sg_v m_d\,kT}{2\pi\hbar^2}\,
\ln\!\left[1+\exp\!\left(\frac{E_F-E_1}{kT}\right)\right].
\tag{10}
\]

This is the sense in which the dependence on the Fermi level is logarithmic: the density is the logarithm of one plus an exponential of \(E_F\). It is not proportional to \(\ln E_F\), which would have no meaning for an energy measured from an arbitrary zero.

The upper limit in (7) assumes that the parabola continues to all energies. Its importance can be estimated from (9). States more than \(W\) above the bottom contribute \(N\ln[1+e^{\eta-W/kT}]\) to the density. If the real band stays close to the parabola up to \(\varepsilon\approx W\) and departs from it only above, equation (10) remains a good approximation when this contribution is small compared with \(n\), provided that the real density of states above \(W\) is not much larger than \(D\). It can fail once the states above \(W\) hold a considerable share of the electrons. Real bands usually depart from the parabola gradually, starting at the bottom, and this estimate does not cover that case. If \(\varepsilon(1+\alpha\varepsilon)\) replaces \(\varepsilon\) in (5), the density of states becomes \(D(1+2\alpha\varepsilon)\). With \(\alpha=0.5\) eV⁻¹ this raises the 300 K densities of the numerical case below by about 3 to 6 per cent.

## Response to the Fermi level

Differentiate (10) at fixed \(T\) and \(E_1\). Since \(d\eta/dE_F=1/kT\),

\[
\frac{dn}{dE_F}=D\,kT\,\frac{e^{\eta}}{1+e^{\eta}}\,\frac1{kT}
=\frac{D}{1+e^{-\eta}}=D\,f(E_1).
\tag{11}
\]

The occupation at the subband bottom determines the slope. When the bottom is nearly full, raising \(E_F\) by a small \(\delta\) adds nearly \(D\delta\) electrons per unit area. When it is nearly empty, the response is suppressed by the same small factor as the occupation.

Dividing (10) by (11) gives the energy scale on which the density changes by a fraction of order one:

\[
\frac{n}{dn/dE_F}=kT\left(1+e^{-\eta}\right)\ln\!\left(1+e^{\eta}\right).
\tag{12}
\]

For large negative \(\eta\) the product of the last two factors tends to one, and the scale is \(kT\). For large positive \(\eta\) it approaches \(E_F-E_1\). At \(\eta=0\) it is \(2kT\ln2\).

Holding \(E_1\) fixed is a condition on the derivative, not a property of every device. In a gated channel the charge alters the confining potential, and \(E_1\) may move with \(E_F\). Since (10) depends on the difference, the total slope is then \(D f(E_1)\,(1-dE_1/dE_F)\). Finding \(dE_1/dE_F\) requires the electrostatics of the device.

## Fermi level below the subband bottom

Write \(x=e^\eta\). For positive \(t\) we have \((1-t)(1+t)=1-t^2<1\), and hence

\[
1-t<\frac1{1+t}<1 .
\]

Integrating from \(t=0\) to \(t=x\) gives

\[
x-\frac{x^2}{2}<\frac nN=\ln(1+x)<x .
\tag{13}
\]

When \(x\ll1\), the density approaches the Boltzmann form \(n_B=N e^\eta\). This form is too large because it omits the one in the denominator of the Fermi function and so overestimates every occupation. The relative excess follows from \(\ln(1+x)=x-x^2/2+x^3/3-\dots\):

\[
\frac{n_B}{n}-1=\frac{1}{1-x/2+x^2/3-\dots}-1
=\frac x2-\frac{x^2}{12}+\dots
\tag{14}
\]

The coefficient of \(x^2\) is \((1/2)^2-1/3=-1/12\). In this regime the inverse relation is \(E_F-E_1\approx kT\ln(n/N)\): the Fermi level depends logarithmically on the density, while the density depends exponentially on the Fermi level.

## Fermi level above the subband bottom

For positive \(\eta\), take the large exponential out of the logarithm:

\[
\ln(1+e^\eta)=\ln\!\left[e^\eta(1+e^{-\eta})\right]=\eta+\ln(1+e^{-\eta}).
\]

Multiplying by \(N=D\,kT\) gives

\[
n=D(E_F-E_1)+N\ln\!\left(1+e^{-\eta}\right).
\tag{15}
\]

The first term is the zero-temperature density, a rectangle of height \(D\) and width \(E_F-E_1\). The second is the thermal correction. It is smaller than \(N e^{-\eta}\) by the upper bound in (13), so it is exponentially small when \(E_F-E_1\gg kT\). There is no series of corrections in powers of \(T\).

The reason can be seen by counting the electrons moved by heating at fixed \(E_F\). The number above the Fermi level is obtained from (9) with the lower limit \(u=\eta\):

\[
D\int_{E_F}^{\infty} f\,dE=N\ln2 .
\]

The number of empty states between \(E_1\) and \(E_F\) follows with \(v=(E_F-E)/kT\), for which \(1-f=1/(1+e^v)\):

\[
D\int_{E_1}^{E_F}(1-f)\,dE=N\int_0^\eta\frac{dv}{1+e^v}
=N\left[\ln2-\ln(1+e^{-\eta})\right].
\tag{16}
\]

The difference is the correction in (15). With a constant density of states, electrons gained above \(E_F\) and lost below it nearly balance. The imbalance arises because the band ends at \(E_1\), where the region of possible losses is cut off.

At \(E_F=E_1\) neither limit applies. Equation (10) gives \(n=N\ln2\), which is proportional to \(T\).

## Fermi level at fixed density

If the density is prescribed, (10) can be inverted. Exponentiating \(n/N=\ln(1+e^\eta)\) and subtracting one gives \(e^\eta=e^{n/N}-1\), so

\[
E_F-E_1=kT\ln\!\left(e^{n/N}-1\right).
\tag{17}
\]

Taking \(e^{n/N}\) out of the bracket and using \(kT\,n/N=n/D\),

\[
E_F-E_1=\frac nD+kT\ln\!\left(1-e^{-n/(D\,kT)}\right).
\tag{18}
\]

The logarithm is negative. As \(T\) rises, \(n/(D\,kT)\) falls, the exponential grows towards one, and the logarithm becomes more negative. The prefactor \(kT\) grows as well. At fixed density the Fermi level therefore falls relative to \(E_1\) on heating. This agrees with (15): at fixed \(E_F\) heating would add electrons, so \(E_F\) must drop to keep their number unchanged. The level passes through the subband bottom when \(e^{n/N}=2\), that is, when \(kT=n/(D\ln2)\).

## A numerical case

Take the round model values \(m_x=0.2\,m_0\), \(m_y=0.8\,m_0\) and \(g_v=2\), where \(m_0\) is the free-electron mass. Then \(m_d=\sqrt{0.2\times0.8}\,m_0=0.4\,m_0\). With \(\hbar^2/2m_0=0.0381\) eV nm², the denominator in (6) is \(2\pi\hbar^2=4\pi m_0\times0.0381\) eV nm², and

\[
D=\frac{2\times2\times0.4}{4\pi\times0.0381}
=3.34\ \text{eV}^{-1}\text{nm}^{-2}
=3.34\times10^{14}\ \text{eV}^{-1}\text{cm}^{-2}.
\]

At 300 K, \(kT=25.85\) meV and \(N=8.64\times10^{12}\) cm⁻². At 77 K, \(kT=6.635\) meV and \(N=2.22\times10^{12}\) cm⁻².

For \(E_F-E_1=50\) meV at 300 K, \(\eta=50/25.85=1.934\), and

\[
n=8.64\times10^{12}\,\ln(1+e^{1.934})
=1.79\times10^{13}\ \text{cm}^{-2}.
\]

The same calculation at other levels gives:

| \(E_F-E_1\) (meV) | \(n\), 300 K (cm⁻²) | \(n\), 77 K (cm⁻²) |
|---:|---:|---:|
| −100 | \(1.79\times10^{11}\) | \(6.32\times10^{5}\) |
| −50 | \(1.17\times10^{12}\) | \(1.18\times10^{9}\) |
| 0 | \(5.99\times10^{12}\) | \(1.54\times10^{12}\) |
| 50 | \(1.79\times10^{13}\) | \(1.67\times10^{13}\) |
| 100 | \(3.36\times10^{13}\) | \(3.34\times10^{13}\) |

Below the bottom, cooling removes most of the electrons; 100 meV above it, cooling changes the density by less than one per cent. The zero-temperature term at 50 meV is \(1.67\times10^{13}\) cm⁻². At 300 K the correction is \(1.17\times10^{12}\) cm⁻², equal to the full density at −50 meV. This equality follows from (15), whose last term is (10) with \(\eta\) replaced by \(-\eta\).

The entries illustrate (10) for a single subband; not every device can reach them. If a gate induced the largest density through silicon dioxide, with relative permittivity 3.9, the field in the oxide would be the charge per unit area divided by the permittivity, about 16 MV/cm. Such oxides usually break down at roughly 10 MV/cm.

The Boltzmann form at 300 K exceeds the Fermi result by 1.041% at −100 meV and by 7.065% at −50 meV. The leading estimate \(e^\eta/2\) gives 1.045% and 7.228%. It is slightly high in both cases, as the negative second term in (14) requires.

At \(E_F=E_1\) and 300 K, half the bottom states are occupied, and the slope is \(1.67\times10^{14}\) eV⁻¹ cm⁻², half of \(D\). The density divided by this slope is 35.8 meV, in agreement with \(2kT\ln2\) from (12).

Now fix \(n=5\times10^{12}\) cm⁻². The zero-temperature level is \(n/D=15.0\) meV above the bottom. At 300 K, \(n/N=0.5787\), and (17) gives

\[
E_F-E_1=25.85\,\ln(e^{0.5787}-1)\ \text{meV}=-6.3\ \text{meV}.
\]

At 77 K and 150 K the values are 14.2 meV and 10.1 meV. The crossing condition gives \(kT=15.0/\ln2\approx21.6\) meV, or about 250 K. A channel with the same number of electrons thus has its Fermi level inside the subband when cold and below it at 300 K.

## Finite area and further subbands

The sum (3) can be evaluated directly, without using \(D\) or the logarithm. For a square of side 400 nm it was tested against (10) at all ten entries of the table, and the relative differences were below \(10^{-8}\). The numerical output below gives both sets of values.

Smaller squares show the cost of replacing the sum by an integral. Near the Fermi level the energy spacing of neighbouring points along \(x\) is widest close to the \(k_x\) axis, where it is about

\[
\frac{\hbar^2k_x}{m_x}\frac{2\pi}{L}
=2\sqrt{\frac{\hbar^2}{2m_x}(E_F-E_1)}\;\frac{2\pi}{L}.
\tag{19}
\]

For \(L=20\) nm and \(E_F-E_1=50\) meV this is about 61 meV, larger than \(kT\) at both temperatures. The premise that \(f\) changes little between points is then violated. At this Fermi level the sum lies below (10) by 0.12% at 300 K and 0.36% at 77 K, relative to (10). The small value at 77 K is no measure of the error at other levels: between −100 and 100 meV the difference ranges from about −5.5% to about +6%. When \(kT\) is well below the spacing, the sum rises unevenly with \(E_F\), faster where states are clustered, while (10) rises smoothly. The sum then lies above (10) at some levels and below it at others, and the difference is small near each crossing. A spacing somewhat larger than \(kT\) is not enough to spoil the integral, because the error falls very rapidly as \(L\) grows. At \(L=100\) nm the spacing (19) is about 12 meV, still above \(kT\) at 77 K, yet at the same Fermi level the relative difference at 77 K is only about \(5\times10^{-6}\); at 300 K it is at the level of arithmetic rounding. These figures refer to periodic squares, which have no edges, and do not include the effect of real channel walls.

If several subbands are occupied, the sum over states separates into one sum for each. With bottoms \(E_i\) and densities of states \(D_i\),

\[
n=\sum_i D_i\,kT\,\ln\!\left[1+e^{(E_F-E_i)/kT}\right],
\qquad
\frac{dn}{dE_F}=\sum_i D_i f(E_i),
\tag{20}
\]

where the slope is taken at fixed \(E_i\). By (13), a higher subband contributes less than \(D_i\,kT\,e^{(E_F-E_i)/kT}\). The single-subband result is adequate when the sum of these bounds is small compared with the density in the lowest subband. As \(E_F\) approaches a higher bottom, that subband begins to fill. If \(E_2-E_1\) is several times \(kT\), the slope rises from near \(D_1\) towards \(D_1+D_2\); for a smaller separation the two rises overlap and no plateau near \(D_1\) appears. The rise is spread over a few \(kT\), because \(f(E_2)\) changes from nearly zero to nearly one over that range.

## Computed results

```
masses mx, my, md = 0.2, 0.8, 0.400 free-electron masses
spin factor 2, valley factor 2
hbar^2/(2 m0) = 0.038100 eV nm^2
D = 3.3419e+14 per eV per cm^2
T = 300 K: kT = 25.852 meV, N = 8.6394e+12 cm^-2
T = 77 K: kT = 6.635 meV, N = 2.2174e+12 cm^-2
States per area below energy: counted (2000 nm box), D*energy
  50 meV: 1.6710e+13, 1.6709e+13 cm^-2
  100 meV: 3.3418e+13, 3.3419e+13 cm^-2
T = 300 K: EF-E1 (meV), eta, n box sum, n formula (cm^-2)
   -100,  -3.8682, 1.7867e+11, 1.7867e+11
    -50,  -1.9341, 1.1665e+12, 1.1665e+12
      0,   0.0000, 5.9883e+12, 5.9883e+12
     50,   1.9341, 1.7876e+13, 1.7876e+13
    100,   3.8682, 3.3597e+13, 3.3597e+13
T = 77 K: EF-E1 (meV), eta, n box sum, n formula (cm^-2)
   -100, -15.0708, 6.3195e+05, 6.3195e+05
    -50,  -7.5354, 1.1835e+09, 1.1835e+09
      0,   0.0000, 1.5370e+12, 1.5370e+12
     50,   7.5354, 1.6710e+13, 1.6710e+13
    100,  15.0708, 3.3419e+13, 3.3419e+13
300 K: EF-E1 (meV), f(E1), slope of box sum (per eV per cm^2)
   -100, 0.02047, 6.8404e+12
    -50, 0.12630, 4.2207e+13
      0, 0.50000, 1.6709e+14
     50, 0.87370, 2.9198e+14
    100, 0.97953, 3.2734e+14
300 K: EF-E1 (meV), Boltzmann n (cm^-2), excess (%), exp(eta)/2 (%)
   -100, 1.8053e+11, 1.041, 1.045
    -50, 1.2489e+12, 7.065, 7.228
300 K: EF-E1 (meV), D(EF-E1), box sum minus it (cm^-2)
     50, 1.6709e+13, 1.1665e+12
    100, 3.3419e+13, 1.7867e+11
Fixed n = 5.0e+12 cm^-2: T (K), n/N, EF-E1 (meV)
  zero-temperature value n/D = 14.962 meV
  77, 2.2549, 14.227
  150, 1.1575, 10.085
  300, 0.5787, -6.298
Box sum / formula - 1 at EF-E1 = 50 meV: T (K), side (nm), value
  300, 20, -1.2e-03
  300, 100, -6.7e-16
  77, 20, -3.6e-03
  77, 100, 4.7e-06
```
